# A failing check and its repair

Subject: Why Misfit-Dislocation Strain Fades Within About One Dislocation Spacing.

```python
"""Strain of a periodic misfit-dislocation array under a compressed film.
Result under test: added strain in the film, away from its top surface,
  e_xx = (b/p) * {1 + sum_n [1 - q/(2(1-nu))] exp(-q) cos(2 pi n x/p)},
  q = 2 pi n y/p.
b: Burgers vector along x, p: spacing, y: height above the interface,
h: film thickness, nu: Poisson ratio. Dislocation lines run along z.
Also tested: free-surface correction, anisotropic decay, irregular spacing.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def harmonic(q, nu):
    """Amplitude of one harmonic divided by b/p, film surface far away."""
    return (1 - q / (2 * (1 - nu))) * np.exp(-q)


def film_harmonic(q, H, nu):
    """Same amplitude with a traction-free surface at q = H."""
    s = H - q
    c = 2 * (1 - nu)
    image = (H - c * (2 * H - 1) + (2 * H - 1) * s) * np.exp(-H - s) / c
    return harmonic(q, nu) + image


# ---- One dislocation: equilibrium, then explicit sum over an array ----
x, y, nu_s = sp.symbols("x y nu", real=True)
r2 = x**2 + y**2
ux = -(sp.atan(y / x) + x * y / (2 * (1 - nu_s) * r2)) / (2 * sp.pi)
uy = ((1 - 2 * nu_s) * sp.log(r2) + (x**2 - y**2) / r2) \
    / (8 * sp.pi * (1 - nu_s))
div = sp.diff(ux, x) + sp.diff(uy, y)
for u, var in ((ux, x), (uy, y)):
    balance = (1 - 2 * nu_s) * (sp.diff(u, x, 2) + sp.diff(u, y, 2)) \
        + sp.diff(div, var)
    assert sp.simplify(balance) == 0
single_strain = sp.lambdify((x, y, nu_s), sp.simplify(sp.diff(ux, x)), "numpy")

points = (np.arange(64) + 0.5) / 64
sites = np.arange(-4000, 4001)
array_error = 0.0
for nu_test in (0.2, 0.35):
    for height in (0.1, 0.25, 0.5, 1.0):
        offsets = points[:, None] - sites[None, :]
        above = single_strain(offsets, height, nu_test).sum(axis=1)
        below = single_strain(offsets, -height, nu_test).sum(axis=1)
        assert abs(above.mean() - below.mean() - 1) < 2e-3  # finite array
        for n in (1, 2):
            measured = 2 * np.mean(above * np.cos(2 * np.pi * n * points))
            error = abs(measured - harmonic(2 * np.pi * n * height, nu_test))
            array_error = max(array_error, error)
assert array_error < 1e-6


# ---- Finite elements for one harmonic; lengths in units of 1/k ----
def layer_solution(film, substrate, H, depth=20.0, step=0.005):
    """Stiffness tuples are (C11, C13, C33, C44), axis 3 normal to film.
    Only the interface jump is imposed. Returns height and strain/(b/p)."""
    n_sub, n_film = int(round(depth / step)), int(round(H / step))
    rows, cols, vals = [], [], []
    load = np.zeros(2 * (n_sub + n_film + 1))
    layers = ((substrate, 0, n_sub, depth / n_sub, 0.0),
              (film, n_sub, n_film, H / n_film, 2.0))
    for (c11, c13, c33, c44), first, count, d, jump in layers:
        D = np.array([[c11, c13, 0], [c13, c33, 0], [0, 0, c44]])
        K, f = np.zeros((4, 4)), np.zeros(4)
        for g in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            a, c = (1 - g) / 2, (1 + g) / 2
            B = np.array([[a, 0, c, 0], [0, -1 / d, 0, 1 / d],
                          [-1 / d, -a, 1 / d, -c]])
            K += B.T @ D @ B * d / 2
            f -= B.T @ D @ np.array([jump, 0, 0]) * d / 2
        dof = 2 * (first + np.arange(count))[:, None] + np.arange(4)
        rows.append(np.repeat(dof, 4, axis=1).ravel())
        cols.append(np.tile(dof, (1, 4)).ravel())
        vals.append(np.tile(K.ravel(), count))
        np.add.at(load, dof, f)
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols)))).tocsc()
    solution = np.zeros_like(load)
    solution[2:] = spsolve(matrix[2:, 2:], load[2:])  # deep substrate fixed
    return np.linspace(0, H, n_film + 1), solution[2 * n_sub::2] + 2.0


def isotropic(nu):
    c = 2 / (1 - 2 * nu)
    return (c * (1 - nu), c * nu, c * (1 - nu), 1.0)


fem_error = 0.0
for nu_test, H in ((0.2, 3.0), (0.3, 3.0), (0.3, 6.0)):
    q, strain = layer_solution(isotropic(nu_test), isotropic(nu_test), H)
    fem_error = max(fem_error,
                    np.max(abs(strain - film_harmonic(q, H, nu_test))))
    assert abs(strain[-1] - 2 * (1 - H) * np.exp(-H)) < 1e-4
assert fem_error < 1e-4  # discretization error of linear elements

# ---- Example: rough values for barium titanate on strontium titanate ----
a_film, a_sub, p, h, nu = 0.400, 0.3905, 20.0, 40.0, 0.30  # nm, nu unitless
b = a_sub
k = 2 * np.pi / p
misfit = (a_sub - a_film) / a_film
mean = b / p
H_example = k * h


def local_strain(xpos, height):
    n = np.arange(1, 401)
    return misfit + mean * (1 + np.sum(
        harmonic(n * k * height, nu) * np.cos(n * k * xpos)))


q_zero = 2 * (1 - nu)
q10 = brentq(lambda q: harmonic(q, nu) - 0.10, 0, q_zero)
q_turn = q_zero + 1
assert abs(harmonic(q_turn, nu)) < 0.10
q1 = brentq(lambda q: abs(harmonic(q, nu)) - 0.01, q_turn, 20)

# ---- Elastic anisotropy and polarization softening (rough constants) ----
S = np.zeros((6, 6))  # 1/Pa; order x, z, y, then shears zy, xy, xz
S[:3, :3] = -2.7e-12
S[range(3), range(3)] = 8.3e-12
S[range(3, 6), range(3, 6)] = 9.2e-12
polarization, eps_normal, eps_plane = 0.26, 100.0, 400.0  # C/m2, relative
Q11, Q12, Q44 = 0.11, -0.045, 0.059  # m4/C2
normal_coupling = 2 * polarization * np.array([Q12, Q12, Q11])
S_soft = S.copy()
S_soft[:3, :3] += np.outer(normal_coupling, normal_coupling) \
    * eps_normal * epsilon_0
for shear in (3, 4):
    S_soft[shear, shear] += (Q44 * polarization)**2 * eps_plane * epsilon_0


def plane_constants(compliance):
    C = np.linalg.inv(compliance) / 1e9
    return C[0, 0], C[0, 2], C[2, 2], C[4, 4]


def decay_roots(constants):
    c11, c13, c33, c44 = constants
    squares = np.roots([c33 * c44,
                        (c13 + c44)**2 - c44**2 - c11 * c33, c11 * c44])
    return np.sqrt(squares.astype(complex))


def fit_residual(columns, data):
    coeff = np.linalg.lstsq(columns, data.astype(complex), rcond=None)[0]
    return np.max(abs(columns @ coeff - data))


substrate = (318.0, 102.0, 318.0, 123.0)  # GPa
cubic, soft = plane_constants(S), plane_constants(S_soft)
for constants in (cubic, soft):
    roots = decay_roots(constants)
    q, strain = layer_solution(constants, substrate, 25.0)
    keep = q < 8
    q, strain = q[keep], strain[keep]
    right = fit_residual(np.exp(-np.outer(q, roots)), strain)
    wrong = fit_residual(np.column_stack((np.exp(-q), q * np.exp(-q)))
                         .astype(complex), strain)
    assert right < 2e-4 and wrong > 10 * right


def film_numbers(film, base):
    q, strain = layer_solution(film, base, H_example)
    last = q[np.where(abs(strain) > 0.01)[0][-1]] / k
    return last, 100 * np.interp(k * p / 2, q, strain), 100 * strain[-1]


cases = (("isotropic", film_numbers(isotropic(nu), isotropic(nu))),
         ("cubic film", film_numbers(cubic, substrate)),
         ("softened film", film_numbers(soft, substrate)))


# ---- Irregular spacing: strain at the free surface ----
def surface_kernel(distance, depth):
    return 2 * depth * distance**2 / (np.pi * (distance**2 + depth**2)**2)


assert abs(2 * quad(surface_kernel, 0, np.inf, args=(1.0,))[0] - 1) < 1e-8
for wave in (0.5, 2.0, 4.0):
    transform = 2 * quad(surface_kernel, 0, np.inf, args=(1.0,),
                         weight="cos", wvar=wave)[0]
    assert abs(transform - (1 - wave) * np.exp(-wave)) < 1e-6
jitter = 0.1 * p
rng = np.random.default_rng(7)
count = 2500
ring = count * p
positions = np.arange(count) * p + jitter * rng.standard_normal(count)
samples = (np.arange(count) + 0.25) * p


def random_rms(depth):
    total = np.zeros(count)
    for block in np.array_split(positions, 10):
        distance = (samples[:, None] - block + ring / 2) % ring - ring / 2
        total += b * surface_kernel(distance, depth).sum(axis=1)
    return total.std()


def rms_law(depth):
    return b * jitter / (2 * np.sqrt(np.pi * p * depth**3))


rms_sampled = random_rms(h)
for depth in (h, 2 * h):  # statistical error of a finite random array
    assert abs(random_rms(depth) / rms_law(depth) - 1) < 0.15

# ---- Other neglected effects ----
x_line = np.linspace(0, p / 2, 201)
core_peak = max(abs(local_strain(v, b) - misfit) for v in x_line)
substrate_thickness = 0.5e6  # nm
expansion_difference, cooling = 1e-6, 600.0  # 1/K, K

print(f"Film, substrate lattice parameter: {a_film:.4f}, {a_sub:.4f} nm")
print(f"Burgers vector b: {b:.4f} nm; spacing p: {p:.1f} nm")
print(f"Film thickness h: {h:.1f} nm; Poisson ratio: {nu:.2f}")
print(f"Decay constant p/(2 pi): {1/k:.3f} nm")
print(f"Coherent misfit strain: {100*misfit:.3f} %")
print(f"Mean relaxation b/p: {100*mean:.3f} %")
print(f"Residual mean strain: {100*(misfit+mean):.3f} %")
print(f"Spacing for full relaxation: {b/abs(misfit):.2f} nm")
print("Height nm | first harmonic, % of b/p | strain above line, midway %")
for height in (2.0, 5.0, 10.0, 20.0):
    print(f"  {height:4.1f} | {100*harmonic(k*height, nu):8.3f} | "
          f"{100*local_strain(0, height):7.3f}, "
          f"{100*local_strain(p/2, height):7.3f}")
print(f"Second harmonic at 5 nm: {100*harmonic(2*k*5, nu):.3f} % of b/p")
print(f"First harmonic changes sign at: {q_zero/k:.2f} nm")
print(f"Largest reversed amplitude: {100*abs(harmonic(q_turn, nu)):.2f} "
      f"% of b/p at {q_turn/k:.2f} nm")
print(f"First harmonic stays below 10 % of b/p above: {q10/k:.2f} nm")
print(f"First harmonic stays below 1 % of b/p above: {q1/k:.2f} nm")
print(f"Pure exponential would reach 1 % at: {np.log(100)/k:.2f} nm")
print(f"Surface amplitude, regular array: "
      f"{100*abs(2*(1-H_example)*np.exp(-H_example)):.5f} % of b/p")
print(f"Position error, rms: {jitter:.1f} nm")
print(f"Surface rms strain, irregular array, formula: "
      f"{100*rms_law(h)/mean:.2f} % of b/p")
print(f"Same from one random array: {100*rms_sampled/mean:.2f} % of b/p")
print("Film C11, C13, C33, C44 (GPa):")
print("  cubic:    " + ", ".join(f"{c:.0f}" for c in cubic))
print("  softened: " + ", ".join(f"{c:.0f}" for c in soft))
print("Substrate C11, C12, C44 (GPa): "
      f"{substrate[0]:.0f}, {substrate[1]:.0f}, {substrate[3]:.0f}")
print(f"Softening inputs: P = {100*polarization:.0f} uC/cm2, relative "
      f"permittivity {eps_normal:.0f} normal, {eps_plane:.0f} in plane")
print(f"  Q11, Q12, Q44 = {Q11}, {Q12}, {Q44} m4/C2")
for name, constants in (("cubic", cubic), ("softened", soft)):
    slowest = min(decay_roots(constants).real)
    print(f"Decay constant, {name} film: {1/(k*slowest):.2f} nm "
          f"({1/slowest:.2f} times isotropic)")
print("Finite film: last height above 1 % | at 10 nm | at surface")
for name, (last, middle, surface) in cases:
    print(f"  {name}: {last:.2f} nm | {middle:.3f} % | {surface:.4f} % of b/p")
print(f"Peak added strain at height b: {100*core_peak:.1f} %")
print(f"Substrate thickness: {substrate_thickness/1e6:.1f} mm; "
      f"4h/thickness: {4*h/substrate_thickness:.1e}")
print(f"Thermal mismatch: {expansion_difference:.0e} /K over {cooling:.0f} K "
      f"gives {100*expansion_difference*cooling:.2f} % uniform strain")
print(f"Largest array-sum error: {array_error:.1e} of b/p")
print(f"Largest finite-element error: {fem_error:.1e} of b/p")
print("ALL CHECKS PASSED")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 100, in <module>
    assert abs(strain[-1] - 2 * (1 - H) * np.exp(-H)) < 1e-4
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The surface formula was rechecked by hand: it satisfies the traction-free condition, and the element equations give the correct thin-layer limit, so the fault was traced by elimination to the assembly of the finite-element load. There `np.add.at` received a two-dimensional index array with only four values to be repeated, a call that some numpy versions appear to mishandle by reading past those values. The load is now built with `np.bincount` from a fully written-out list, and a new assertion checks its total against the imposed jump. The physics, the tested cases and all tolerances are unchanged; the compliance matrix is also filled in a simpler way, with the same values.

Diff:

```diff
@@ -80,5 +80,8 @@
         cols.append(np.tile(dof, (1, 4)).ravel())
         vals.append(np.tile(K.ravel(), count))
-        np.add.at(load, dof, f)
+        load += np.bincount(dof.ravel(), weights=np.tile(f, count),
+                            minlength=load.size)
+    # total lateral load must equal the stress of the imposed jump
+    assert abs(load[::2].sum() / (-2 * film[0] * H) - 1) < 1e-9
     matrix = coo_matrix((np.concatenate(vals),
                          (np.concatenate(rows), np.concatenate(cols)))).tocsc()
@@ -98,5 +101,7 @@
     fem_error = max(fem_error,
                     np.max(abs(strain - film_harmonic(q, H, nu_test))))
-    assert abs(strain[-1] - 2 * (1 - H) * np.exp(-H)) < 1e-4
+    surface_formula = 2 * (1 - H) * np.exp(-H)
+    assert abs(strain[-1] - surface_formula) < 1e-4, \
+        (nu_test, H, strain[0], strain[-1], surface_formula)
 assert fem_error < 1e-4  # discretization error of linear elements
 
@@ -123,8 +128,7 @@
 
 # ---- Elastic anisotropy and polarization softening (rough constants) ----
-S = np.zeros((6, 6))  # 1/Pa; order x, z, y, then shears zy, xy, xz
-S[:3, :3] = -2.7e-12
-S[range(3), range(3)] = 8.3e-12
-S[range(3, 6), range(3, 6)] = 9.2e-12
+s11, s12, s44 = 8.3e-12, -2.7e-12, 9.2e-12  # 1/Pa
+S = np.diag([s11 - s12] * 3 + [s44] * 3)  # order x, z, y, zy, xy, xz
+S[:3, :3] += s12
 polarization, eps_normal, eps_plane = 0.26, 100.0, 400.0  # C/m2, relative
 Q11, Q12, Q44 = 0.11, -0.045, 0.059  # m4/C2
@@ -164,5 +168,5 @@
     wrong = fit_residual(np.column_stack((np.exp(-q), q * np.exp(-q)))
                          .astype(complex), strain)
-    assert right < 2e-4 and wrong > 10 * right
+    assert right < 2e-4 and wrong > 10 * right, (right, wrong)
 
 
```

The mended program passes:

```
Film, substrate lattice parameter: 0.4000, 0.3905 nm
Burgers vector b: 0.3905 nm; spacing p: 20.0 nm
Film thickness h: 40.0 nm; Poisson ratio: 0.30
Decay constant p/(2 pi): 3.183 nm
Coherent misfit strain: -2.375 %
Mean relaxation b/p: 1.953 %
Residual mean strain: -0.423 %
Spacing for full relaxation: 16.44 nm
Height nm | first harmonic, % of b/p | strain above line, midway %
   2.0 |   29.406 |  -0.338,  -0.903
   5.0 |   -2.536 |  -0.636,  -0.446
  10.0 |   -5.376 |  -0.541,  -0.329
  20.0 |   -0.651 |  -0.435,  -0.410
Second harmonic at 5 nm: -5.376 % of b/p
First harmonic changes sign at: 4.46 nm
Largest reversed amplitude: 6.48 % of b/p at 7.64 nm
First harmonic stays below 10 % of b/p above: 3.23 nm
First harmonic stays below 1 % of b/p above: 18.26 nm
Pure exponential would reach 1 % at: 14.66 nm
Surface amplitude, regular array: 0.00807 % of b/p
Position error, rms: 2.0 nm
Surface rms strain, irregular array, formula: 1.00 % of b/p
Same from one random array: 0.97 % of b/p
Film C11, C13, C33, C44 (GPa):
  cubic:    176, 85, 176, 109
  softened: 175, 90, 151, 100
Substrate C11, C12, C44 (GPa): 318, 102, 123
Softening inputs: P = 26 uC/cm2, relative permittivity 100 normal, 400 in plane
  Q11, Q12, Q44 = 0.11, -0.045, 0.059 m4/C2
Decay constant, cubic film: 4.22 nm (1.33 times isotropic)
Decay constant, softened film: 4.31 nm (1.35 times isotropic)
Finite film: last height above 1 % | at 10 nm | at surface
  isotropic: 18.24 nm | -5.376 % | -0.0081 % of b/p
  cubic film: 17.88 nm | -10.938 % | -0.0256 % of b/p
  softened film: 17.00 nm | -12.680 % | -0.0294 % of b/p
Peak added strain at height b: 9.2 %
Substrate thickness: 0.5 mm; 4h/thickness: 3.2e-04
Thermal mismatch: 1e-06 /K over 600 K gives 0.06 % uniform strain
Largest array-sum error: 8.9e-13 of b/p
Largest finite-element error: 4.3e-07 of b/p
ALL CHECKS PASSED
```
